From unstable recursion to continued fractions for the H₂⁺ electron

An electron shared by two protons is the smallest system with a chemical bond. Hold the protons at a distance R, and ask for the energy of the electron in their joint field. An expansion about one proton has to build the cusp at the other from many partial waves. Coordinates that know both centres avoid this, and they also separate the Schrödinger equation. They leave two ordinary differential equations that share two unknown numbers, and the obvious way of solving them is unstable. The remedy determines the shape of the algorithm.

Atomic units are used (lengths in bohr, energies in hartree). The protons are fixed points and relativity is left out. E is the electronic energy, without the nuclear repulsion 1/R.

**Coordinates that know both centres**

Put protons a and b at z = −R/2 and z = +R/2, and define

ξ = (r_a + r_b)/R ≥ 1, η = (r_a − r_b)/R, −1 ≤ η ≤ 1,

with φ the angle about the axis. Since r_a² − r_b² = 2Rz, we have z = Rξη/2. The squared distance from the axis is

ρ² = r_a² − (z + R/2)² = (R²/4)[(ξ+η)² − (1+ξη)²] = (R²/4)(ξ²−1)(1−η²).

Differentiating z and ρ shows that the coordinates are orthogonal, because ∂z/∂ξ ∂z/∂η = R²ξη/4 cancels ∂ρ/∂ξ ∂ρ/∂η = −R²ξη/4. The scale factors are

h_ξ² = (R²/4)(ξ²−η²)/(ξ²−1), h_η² = (R²/4)(ξ²−η²)/(1−η²), h_φ = ρ.

Their product is (R/2)³(ξ²−η²). The combinations needed in the Laplacian are h_ηh_φ/h_ξ = (R/2)(ξ²−1), h_ξh_φ/h_η = (R/2)(1−η²) and h_ξh_η/h_φ = (R/2)[1/(ξ²−1) + 1/(1−η²)]. Hence

∇² = 4/[R²(ξ²−η²)] · L,
L = ∂_ξ(ξ²−1)∂_ξ + ∂_η(1−η²)∂_η + [1/(ξ²−1) + 1/(1−η²)]∂_φ².

With r_a = R(ξ+η)/2 and r_b = R(ξ−η)/2, the attraction is

−1/r_a − 1/r_b = −4ξ/[R(ξ²−η²)].

Multiply the Schrödinger equation by −(R²/2)(ξ²−η²) and set p² = −R²E/2, positive for a bound state:

Lψ + [2Rξ − p²ξ² + p²η²]ψ = 0.

Insert ψ = X(ξ)Y(η)cos mφ, m ≥ 0, and divide by ψ. A function of ξ plus a function of η vanishes, so the first is a constant −A and the second is +A:

[(ξ²−1)X′]′ + [A + 2Rξ − p²ξ² − m²/(ξ²−1)]X = 0,
[(1−η²)Y′]′ + [−A + p²η² − m²/(1−η²)]Y = 0.

Neither equation alone fixes the energy. Each gives a family of curves in the (p, A) plane, one for each number of nodes, and a level is a crossing of a radial curve with an angular one.

**A series with the right ends**

Far away the electron sees charge 2. Trying X ≈ ξ^s e^{−pξ} at large ξ, the terms linear in ξ give −2ps − 2p + 2R = 0, so s = R/p − 1. At ξ = 1 the regular solution behaves as (ξ²−1)^{m/2}. Both facts are built into the Jaffé form

X = (ξ²−1)^{m/2}(ξ+1)^σ e^{−pξ} f(t), t = (ξ−1)/(ξ+1), σ = R/p − m − 1.

The variable t maps 1 ≤ ξ < ∞ onto 0 ≤ t < 1. To find f, first write X = (ξ²−1)^{m/2}F. The derivatives of the prefactor add mF + m²ξ²F/(ξ²−1), and combining this with −m²F/(ξ²−1) leaves m(m+1)F:

(ξ²−1)F″ + 2(m+1)ξF′ + [A + m(m+1) + 2Rξ − p²ξ²]F = 0.

Now F = uf with u′/u = w = σ/(ξ+1) − p. The terms proportional to f are

(ξ²−1)(w²+w′) = σ(σ−1)t − 2pσ(ξ−1) + p²(ξ²−1),
2(m+1)ξw = (m+1)σ(1+t) − 2(m+1)pξ,

and the bracket above. The ξ² terms cancel. The terms linear in ξ add to 2R − 2p(σ+m+1), which is zero by the choice of σ. What remains is −β₀ + σ(σ+m)t, with

β₀ = −A + p² − 2pσ − (m+1)(m+σ).

For the derivatives use dt/dξ = (1−t)²/2, d²t/dξ² = −(1−t)³/2, ξ²−1 = 4t/(1−t)² and ξ = (1+t)/(1−t). With primes on f now meaning d/dt,

t(1−t)²f″ + [(m+1)(1−t²) + 2(σ−1)t(1−t) − 4pt]f′ + [−β₀ + σ(σ+m)t]f = 0.

Set f = Σ g_n tⁿ and collect tⁿ:

α_n g_{n+1} − β_n g_n + γ_n g_{n−1} = 0, g_{−1} = 0,
α_n = (n+1)(n+m+1),
β_n = 2n² + (4p−2σ)n + β₀,
γ_n = (n−1−σ)(n−1−σ−m).

**What goes wrong with the naive scheme**

The recurrence invites a simple procedure: choose p and A, start from g₀ = 1, compute upwards, and adjust until the coefficients die away. To see its fate, put g_{n+1}/g_n ≈ 1 + δ for large n. The sum α_n − β_n + γ_n is −4pn to leading order, and the term quadratic in δ is n²δ². Terms linear in δ are smaller by a factor of order n^{−1/2}. Thus

δ ≈ ±2√(p/n), g_n ~ exp(±4√(pn)),

apart from powers of n. In the growing case, the largest term of Σ exp(4√(pn))tⁿ near t = 1, where −ln t ≈ 2/ξ, sits at n ≈ pξ² and has size e^{2pξ}. This turns e^{−pξ} into e^{+pξ}. A bound state therefore needs the decaying, or minimal, solution, and upward recursion amplifies any admixture of the other one.

At R = 2 the size of the effect is plain. With p at its ground-state value and A too large by 0.001, upward recursion gives g₆₀ = −3.7×10⁷. The correct coefficient is of order 10⁻²⁰ (the downward recursion described below, cut at N = 60, gives 5.7×10⁻²¹ for this last coefficient, which the truncation lowers by about a factor of two). Near the root g₆₀ responds linearly to a small error, so an error of 10⁻¹⁶ in A would still leave about 4×10⁻⁶, far above the true value. The zeros of a high coefficient do still mark the levels very closely, but that function is enormously steep and the wavefunction coefficients are lost.

**Running the recurrence downwards**

Downwards, the roles are exchanged: the minimal solution grows relative to the other. Define D_n = γ_n g_{n−1}/g_n. Dividing the recurrence by g_n gives

D_n = β_n − α_nγ_{n+1}/D_{n+1}.

Start with D_N = β_N, which sets g_{N+1} = 0, and descend. The condition g_{−1} = 0 becomes

D₀(p, A) = 0.

This is the radial continued fraction. Its value changes gently: ∂D₀/∂A is close to −1 near the ground state. Afterwards g_n = γ_n g_{n−1}/D_n yields the coefficients stably.

The truncation error follows from the same two solutions. Forcing g_{N+1} = 0 mixes in the growing one with a weight equal to the ratio decaying/growing at N+1. The powers of n are common to both, so the error falls as

exp[−8√(p(N+1))].

The convergence slows when p is small, as for weakly bound states. Two special cases need care. If σ + m is a non-negative integer, some γ_n vanishes and the fraction terminates; should the D_n below it vanish too, the quotient is 0/0 and the recurrence itself must be used. If D₁ passes through zero, as can happen in a search for functions with radial nodes, D₀ has a pole, and the same condition should be written starting from another index. A zero of a deeper D_{n+1} makes only D_n infinite, so that D_{n−1} = β_{n−1} and D₀ stays finite.

**The angular equation in the same mould**

Expand Y in normalized associated Legendre functions P̄_l, for which the differential operator gives −l(l+1). The standard relation (2l+1)ηP_l^m = (l−m+1)P_{l+1}^m + (l+m)P_{l−1}^m becomes, after normalization,

ηP̄_l = a_{l+1}P̄_{l+1} + a_l P̄_{l−1}, a_l² = (l²−m²)/(4l²−1).

Applying it twice shows that η² couples l to l and l±2. Even and odd l−m separate, as the mirror symmetry of equal charges requires. With l = l₀+2j, where l₀ = m or m+1,

k_j c_{j+1} − b_j c_j + k_{j−1}c_{j−1} = 0,
b_j = l(l+1) + A − p²(a_l² + a_{l+1}²), k_j = p²a_{l+1}a_{l+2}.

Again one solution grows and one decays, and downward recursion selects the latter:

B_j = b_j − k_j²/B_{j+1}, B₀(p, A) = 0.

Here b_j grows as l² while k_j tends to p²/4, so few terms suffice unless p is large.

**Two conditions, one Newton step**

One could solve B₀ = 0 for A at each trial p and then search in p. This nests one iteration inside another. Newton's method treats both conditions together, and the derivatives come from differentiating the descent:

D_n′ = β_n′ − (α_nγ_{n+1})′/D_{n+1} + α_nγ_{n+1}D′_{n+1}/D²_{n+1},

and likewise for B. With respect to A, β_n′ = −1, b_j′ = +1 and the products do not change. With respect to p, using σ′ = −R/p²,

β_n′ = (4−2σ′)n + 2p − 2σ − 2pσ′ − (m+1)σ′,
(α_nγ_{n+1})′ = −α_n(2n−2σ−m)σ′,
b_j′ = −2p(a_l² + a_{l+1}²), (k_j²)′ = 4k_j²/p.

Each step solves

(∂D₀/∂p)δp + (∂D₀/∂A)δA = −D₀,
(∂B₀/∂p)δp + (∂B₀/∂A)δA = −B₀.

**The ground state at R = 2**

Take m = 0, even l, and the trial energy −1. Then p = 2√(1/2) = 1.41421, and b₀ = 0 suggests A = p²/3 = 0.66667. The first step can be followed by hand if each fraction is cut after one division. With σ = 0.41421 and σ′ = −1,

β₀ = −0.2525, γ₁ = σ² = 0.1716, β₁ = 6.576,
D₀ ≈ −0.2525 − 0.1716/6.576 = −0.2785,
k₀² = 4p⁴/45 = 0.3556, b₁ = 5.619,
B₀ ≈ −0.3556/5.619 = −0.0633.

The derivative formulas give

6.001 δp − 1.004 δA = 0.2785,
−1.138 δp + 1.011 δA = 0.0633,

so δp ≈ 0.070 and δA ≈ 0.141. With the long fractions (N = 60, last angular index J = 15), the iteration in double precision runs as follows:

start: p = 1.4142136, A = 0.6666667, E = −1.0000000
step 1: p = 1.4843783, A = 0.8084347, E = −1.1016895
step 2: p = 1.4850146, A = 0.8117294, E = −1.1026342
step 3: p = 1.4850146, A = 0.8117296, E = −1.1026342

The distance of (p, A) from the converged pair falls from 0.16 to 3.4×10⁻³, then 2.1×10⁻⁷, then rounding level. Near a simple root each error is bounded by a constant times the square of the one before; in this example the constant is below one.

The energy follows from E = −2p²/R² = −(1.4850146)²/2:

E = −1.1026342 hartree = −30.0042 eV.

Adding 1/R = 0.5 gives a total of −0.6026342 hartree, or −16.3985 eV. This is 0.1026 hartree below a hydrogen atom and a distant proton, whose energy is −0.5: at this distance the fixed-nuclei model binds.

Short fractions already do well. Cutting the radial one at N = 1, 2, 3, 5 leaves energy errors, relative to the converged value, of 6.9×10⁻⁵, 3.0×10⁻⁶, 2.1×10⁻⁷ and 2.7×10⁻⁹ hartree. From N = 3 to 5 the error law predicts a factor exp[−9.749(√6 − √4)] = 0.0125, and the unrounded errors, 2.14×10⁻⁷ and 2.66×10⁻⁹, give 0.0124. Cutting the angular fraction at J = 1 and 2 leaves 6.7×10⁻⁵ and 2.5×10⁻⁸ hartree.

**Which level has been found?**

Newton's method finds a root, not necessarily the lowest. Here the signs of the coefficients decide. At the root σ = 0.34679 and β₀ = 0.01678. For m = 0, suppose D_{n+1} ≥ (n+1)² = α_n. Then

D_n ≥ β_n − (n−σ)² = n² + 4pn + β₀ − σ² ≥ n² for n ≥ 1,

and the starting value β_N obeys the same bound. Since γ_n = (n−1−σ)² > 0, all g_n are positive and X has no zero. The angular coefficients are 1, 0.1166, 0.0033 and 0.00004 for l = 0, 2, 4, 6. The first term of Y is 1/√2 = 0.707, while the l = 2 term is never below −0.093 and the rest are smaller still, so Y has no zero either. The ground state is free of nodes, and two functions of one sign cannot be orthogonal. The level found is therefore the ground state.

**Other levels and other distances**

Changing l₀ or m gives other symmetries with the same two fractions. At R = 2, odd l with m = 0 and trial energy −0.7 leads to a σ_u level at −0.667534 hartree. With m = 1, l₀ = 1 and trial energy −0.45, the result is a π_u level at −0.428772 hartree. Adding 1/R puts the σ_u total at −0.167534 hartree, above −0.5, so at this distance that state is not bound relative to an atom and a proton.

As R → 0 the protons merge into a charge 2. The ground-state energy tends to −2, so p → R, σ → 0 and A → 0. Since ξ ≈ 2r/R, the factor e^{−pξ} becomes e^{−2r}, the 1s function of He⁺.

At large R the electron in the lowest states is bound to one proton and attracted by the other as by a distant point charge, so E ≈ −1/2 − 1/R. Then p ≈ R/2 + 1/2 and σ → 1. The radial fraction converges faster as p grows, but the angular one needs more terms, because Y gathers near the protons: inserting Y ≈ e^{−p(1−η)} near η = 1 gives A ≈ p² − 2p, and a peak of angular width about p^{−1/2} has coefficients that fall roughly as e^{−l²/(2p)}, so the highest degree needed grows roughly as √p. The σ_g and σ_u levels draw together there, yet they remain separate roots of separate angular fractions, so their near-degeneracy does not spoil the Newton step. The starting point matters more. At R = 10 with trial energy −0.6 and even l, the choice b₀ = 0 leads to a higher root at −0.2731 hartree, while A = p² − 2p leads to the σ_g ground state at −0.600579 hartree.

For unequal charges the mirror symmetry is lost. A term linear in η then enters the angular equation, neighbouring l are coupled, and the angular recurrence must be derived anew.
